# Collinear and Noncollinear Hartree–Fock States of the Half-Filled Hubbard Triangle

Three sites, each joined to the other two, hold three electrons. The Hamiltonian is

$$H=-t\sum_{i<j,\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U\gg|t|,$$

with $t$ real. No constant is subtracted from $H$, and spins are in units of $\hbar$. A Slater determinant is described by its density matrix $P=\sum_k|\phi_k\rangle\langle\phi_k|$, the projector on its three occupied orbitals. In collinear unrestricted Hartree–Fock (UHF) every orbital is purely up or purely down along one axis. In general Hartree–Fock (GHF) an orbital may mix both spins. Here UHF means two up electrons and one down electron, unless stated otherwise.

## Part (a)

**Question.** Express the energy of a determinant through $P$. Which determinants have no interaction energy, and why do low-energy determinants lie near them at large $U$?

**Answer.** Wick's theorem for a determinant gives

$$\langle n_{i\uparrow}n_{i\downarrow}\rangle=P_{i\uparrow,i\uparrow}P_{i\downarrow,i\downarrow}-|P_{i\uparrow,i\downarrow}|^2=\det p_i ,$$

where $p_i$ is the $2\times2$ block of $P$ on site $i$. With $h$ the hopping matrix,

$$E=\mathrm{tr}(hP)+U\sum_i\det p_i .$$

Since $P$ is a projector, the eigenvalues of $p_i$ lie between 0 and 1, so $\det p_i\ge0$. Zero interaction energy requires a zero eigenvalue in every $p_i$, hence $\mathrm{tr}\,p_i\le1$. The three traces add to 3, so each equals 1 and $p_i=|s_i\rangle\langle s_i|$ for some normalized spinor $s_i$. Then $\langle i,s_i|P|i,s_i\rangle=1$, which means that $|i,s_i\rangle$ is occupied. The determinants sought are the products of one localized electron per site, with arbitrary spin directions $\mathbf n_i$. Their hopping energy is zero too, so $E=0$.

The hopping levels are $-2t,t,t$ for each spin, and three electrons have a hopping energy of at least $-3|t|$ for either sign of $t$. A determinant with $E\le0$ therefore has $\sum_i\det p_i\le3|t|/U$. As $U/|t|$ grows it must approach a product state.

## Part (b)

**Question.** For given directions $\mathbf n_i$, find the energy to order $t^2/U$ after charge transfer between sites has been relaxed.

**Answer.** Let $\bar s_j$ be the spinor orthogonal to $s_j$. A determinant near the product state is spanned by

$$\phi_i=|i,s_i\rangle+\sum_{j\ne i}z_{ji}|j,\bar s_j\rangle .$$

The term $j=i$ is omitted because it rotates $s_i$, and that freedom is already in the choice of $\mathbf n_i$. Orthonormalizing gives, with $Z=(z_{ji})$, the occupied block $(1+Z^\dagger Z)^{-1}$ of $P$, the empty block $ZZ^\dagger+O(z^4)$ and the mixed block $Z+O(z^3)$.

The hopping energy is first order in the mixed block:

$$\mathrm{tr}(hP)=-2t\,\mathrm{Re}\sum_{i\ne j}z_{ji}\langle s_i|\bar s_j\rangle+O(t z^2).$$

On site $j$ the diagonal elements of $p_j$ are $1-O(z^2)$ and $\sum_i|z_{ji}|^2$. Its off-diagonal element is $O(z^3)$, because $z_{jj}=0$. Thus $\det p_j=\sum_i|z_{ji}|^2+O(z^4)$, and

$$E=\sum_{i\ne j}\left[U|z_{ji}|^2-2t\,\mathrm{Re}\left(z_{ji}\langle s_i|\bar s_j\rangle\right)\right]+\dots$$

Each amplitude is minimized separately: $z_{ji}=(t/U)\langle\bar s_j|s_i\rangle$, which contributes $-(t^2/U)|\langle\bar s_j|s_i\rangle|^2$. For an angle $\theta_{ij}$ between the two spins,

$$|\langle\bar s_j|s_i\rangle|^2=1-\cos^2\frac{\theta_{ij}}2=\frac{1-\cos\theta_{ij}}2 .$$

Every bond has two directions of transfer, which cancels the factor $1/2$:

$$E(\{\mathbf n_i\})=-\frac{t^2}{U}\sum_{i<j}(1-\mathbf n_i\cdot\mathbf n_j).$$

An electron lowers its energy by spreading to a neighbour, but the Pauli principle admits only its spin component opposite to the electron already there.

## Part (c)

**Question.** Compare the lowest collinear state with the lowest state of all, and both with the exact ground energy at this order.

**Answer.** Put $\mathbf M=\sum_i\mathbf n_i$. Since $|\mathbf M|^2=3+2\sum_{i<j}\mathbf n_i\cdot\mathbf n_j$,

$$E=\frac{t^2}{2U}\left(|\mathbf M|^2-9\right).$$

Collinear spins allow $|\mathbf M|=3$, with $E=0$, or $|\mathbf M|=1$. The second is the up-up-down state:

$$E_{\rm UHF}=-\frac{4t^2}{U}.$$

General directions allow $\mathbf M=0$, the smallest possible value. Taking the product of $\mathbf M=0$ with each $\mathbf n_i$ gives $\mathbf n_1\cdot\mathbf n_2+\mathbf n_1\cdot\mathbf n_3=-1$ and its two permutations. Their solution is $\mathbf n_i\cdot\mathbf n_j=-1/2$ for all pairs, so the spins lie in a plane at 120 degrees:

$$E_{\rm GHF}=-\frac{9t^2}{2U},\qquad E_{\rm UHF}-E_{\rm GHF}=\frac{t^2}{2U}.$$

The collinear state gains fully on two bonds and nothing on the third. The 120-degree state gains three quarters of the full amount on all three.

For the exact energy, one hop followed by its reversal gives the second-order energy of a bond. A triplet cannot hop. For the singlet $(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}-c^\dagger_{1\downarrow}c^\dagger_{2\uparrow})|0\rangle/\sqrt2$, hopping produces each of the two doubly occupied states with amplitude of modulus $\sqrt2|t|$, so the shift is $-2(2t^2)/U=-4t^2/U$. The singlet projector is $1/4-\mathbf S_i\cdot\mathbf S_j$, hence

$$H_{\rm eff}=\frac{4t^2}{U}\sum_{i<j}\left(\mathbf S_i\cdot\mathbf S_j-\frac14\right)
=\frac{2t^2}{U}\left[S(S+1)-\frac{15}{4}\right].$$

The ground state has $S=1/2$ and energy $-6t^2/U$. UHF recovers two thirds of this and GHF three quarters. Neither determinant is a spin eigenstate: in a product state $\langle\mathbf S_i\cdot\mathbf S_j\rangle=\mathbf n_i\cdot\mathbf n_j/4$, so $\langle S^2\rangle=(6+|\mathbf M|^2)/4$, which is $7/4$ for UHF and $3/2$ for GHF, against the exact $3/4$.

## Part (d)

**Question.** Is the collinear solution a local minimum? Is there a barrier between it and the 120-degree solution at order $t^2/U$?

**Answer.** Within UHF it is a minimum at large $U$. With spin flips forbidden, every orbital variation transfers charge and costs $U|z|^2$, which dominates the terms of order $t$.

In GHF the spins can tilt. Let $\boldsymbol\theta_i$ be small transverse components of $\mathbf n_i$ about up-up-down. Then

$$M_z=1-\tfrac12(\theta_1^2+\theta_2^2-\theta_3^2),\qquad \mathbf M_\perp=\boldsymbol\theta_1+\boldsymbol\theta_2+\boldsymbol\theta_3,$$

and to second order

$$E=-\frac{4t^2}{U}+\frac{t^2}{2U}\left[|\mathbf M_\perp|^2-\theta_1^2-\theta_2^2+\theta_3^2\right].$$

For each transverse axis the bracket is a quadratic form with matrix rows $(0,1,1)$, $(1,0,1)$, $(1,1,2)$. Its eigenvectors $(1,-1,0)$, $(1,1,-1)$ and $(1,1,2)$ have eigenvalues $-1$, $0$ and $3$. The zero is a rotation of all spins together. The negative value makes the UHF solution a saddle: tilting the two parallel spins apart lowers the energy.

For a finite tilt $\pm\alpha$ of these two spins, $|\mathbf M|=|2\cos\alpha-1|$ and

$$E(\alpha)=\frac{t^2}{2U}\left[(2\cos\alpha-1)^2-9\right].$$

This falls steadily from $\alpha=0$ to $60$ degrees, where $\mathbf M=0$. There is no barrier on this path.

The orbital Hessian is taken here in the amplitude $x$ of $\bar s_i$ mixed into $s_i$. A mode of the bracket with eigenvalue $\lambda$ has second derivative $\lambda t^2/U$ in $\theta$. Since $\theta=2x$, second derivatives are multiplied by 4. The low eigenvalues of the full (spin-mixing) Hessian at the UHF solution are therefore $-4t^2/U$, $0$ and $12t^2/U$, each twice.

About the 120-degree state $\mathbf M=0$, so the energy change is $(t^2/2U)|\sum_i\delta\mathbf n_i|^2\ge0$, with $\delta\mathbf n_i\perp\mathbf n_i$. The nonzero eigenvalues of this form are those of $\sum_i(1-\mathbf n_i\mathbf n_i^T)$, namely $3/2,3/2,3$. The orbital Hessian thus has three rotational zeros, then $6t^2/U$ twice and $12t^2/U$ once: the state is stable apart from overall rotations.

## Part (e)

**Question.** Find the next correction to each mean-field energy.

**Answer.** Odd powers of $t$ are absent. The replacement $c_{i\uparrow}\to c^\dagger_{i\downarrow}$, $c_{i\downarrow}\to-c^\dagger_{i\uparrow}$ changes the sign of the hopping, keeps the spins, and turns the interaction into $U(3-N+\sum_i n_{i\uparrow}n_{i\downarrow})$, which is unchanged for $N=3$. It also maps determinants to determinants. The next term is therefore of order $t^4/U^3$.

*Collinear state.* Assume that the solution keeps the symmetry between sites 1 and 2. Let $a$ and $g$ be the odd and even combinations of these sites, with hopping energies $t$ and $-t$. Only $g$ couples to site 3, with element $-\sqrt2\,t$. The up electrons occupy $a$ and $\sqrt{1-p}\,g+\sqrt p\,|3\rangle$. The down electron occupies $\sqrt{1-q}\,|3\rangle+\sqrt q\,g$. Sites 1 and 2 each have densities $1-p/2$ (up) and $q/2$ (down), while site 3 has $p$ and $1-q$. Hence

$$E=t(p-q)-2\sqrt2\,t\left[\sqrt{p(1-p)}+\sqrt{q(1-q)}\right]+U\left(p+q-\tfrac32pq\right).$$

Set $p=x^2$, $q=y^2$ and use $\sqrt{p(1-p)}\approx x-x^3/2$. The leading part $U(x^2+y^2)-2\sqrt2\,t(x+y)$ is minimal at $x=y=\sqrt2\,t/U$, with value $-4t^2/U$. Three corrections enter at order $t^4/U^3$:

- $\sqrt2\,t(x^3+y^3)=8t^4/U^3$.
- $-\tfrac32Ux^2y^2=-6t^4/U^3$.
- The term $t(x^2-y^2)$ vanishes at the minimum but has slopes $\pm2tx$ there. With curvature $2U$, each variable relaxes by $-(2tx)^2/(4U)=-2t^4/U^3$, together $-4t^4/U^3$.

The sum gives

$$E_{\rm UHF}=-\frac{4t^2}{U}-\frac{2t^4}{U^3}+\dots$$

*120-degree state.* Choose the spins in the $xy$ plane, so that they advance by $Q=2\pi/3$ per site. Let each have length $m$ and set $\Delta=Um$. The mean field then couples the plane wave $k\uparrow$ to $k+Q\downarrow$ with strength $\Delta$. The hopping energies are $-2t$ for $k=0$ and $t$ for $k=\pm Q$. The three pairs have mean energies $-t/2,t,-t/2$, which add to zero, and half-differences of size $3t/2,0,3t/2$. Filling the lower level of each pair gives, apart from the uniform density term,

$$\Sigma=-\Delta-2\sqrt{\Delta^2+\tfrac94t^2}.$$

The two unequal pairs favour opposite spins, so all densities remain $1/2$. The field energy contained in $\Sigma$ is $-6\Delta m$, whereas the interaction energy is $3U(1/4-m^2)$. Replacing one by the other gives

$$E=\frac{3U}{4}+\frac{3\Delta^2}{U}-\Delta-2\sqrt{\Delta^2+\tfrac94t^2}.$$

Because $\partial\Sigma/\partial\Delta=-6m$, self-consistency $m=\Delta/U$ is the condition $\partial E/\partial\Delta=0$. Write $b=9t^2/4$ and $\Delta=U/2+\delta$. Expanding the root to order $b^2$,

$$E=-\frac{2b}{U}+\frac{3\delta^2}{U}+\frac{4b\delta}{U^2}+\frac{2b^2}{U^3}+\dots$$

The stationary point is $\delta=-2b/(3U)$, where the two $\delta$ terms add to $-4b^2/(3U^3)$. What remains is $2b^2/(3U^3)$, so

$$E_{\rm GHF}=-\frac{9t^2}{2U}+\frac{27t^4}{8U^3}+\dots$$

## Part (f)

**Question.** An undamped SCF cycle fills the three lowest orbitals of the current Fock matrix. How fast does it leave the collinear saddle after a small tilt?

**Answer.** On site $i$ the interaction part of the Fock matrix is $U(\mathrm{tr}\,p_i-p_i)$. To leading order it gives $s_i$ energy 0 and $\bar s_i$ energy $U$. Let $V$ be the hopping, with $o$ and $v$ marking occupied and empty spinors. The new occupied space is spanned by the orbitals $|i,s_i\rangle+\sum_j z_{ji}|j,\bar s_j\rangle$, now with the term $j=i$ included. With $Z=(z_{ji})$, invariance under the Fock matrix requires

$$V_{vo}+UZ+V_{vv}Z-ZV_{oo}-ZV_{ov}Z=0 .$$

Iterating, the first-order part is $-V_{vo}/U$, and the second-order part is $(V_{vv}V_{vo}-V_{vo}V_{oo})/U^2$. The element that rotates spin $i$ is

$$z_{ii}=\frac{t^2}{U^2}\sum_{j\ne i}\langle\bar s_i|\left(|\bar s_j\rangle\langle\bar s_j|-|s_j\rangle\langle s_j|\right)|s_i\rangle
=-\frac{t^2}{U^2}\sum_{j\ne i}\langle\bar s_i|\mathbf n_j\cdot\boldsymbol\sigma|s_i\rangle .$$

An admixture $z_{ii}$ turns the spin by $2z_{ii}$, so one cycle changes $\mathbf n_i$ by $-(2t^2/U^2)$ times the part of $\sum_{j\ne i}\mathbf n_j$ perpendicular to $\mathbf n_i$. For tilts $(\alpha,-\alpha,0)$, the other two spins seen by site 1 add to a transverse vector $-\alpha$; their $z$ components cancel at first order. Therefore

$$\alpha\to\left(1+\frac{2t^2}{U^2}\right)\alpha .$$

Growth by a factor $e$ takes about $U^2/(2t^2)$ cycles. The charge relaxes fast, because transfer costs $U$, but spin directions feel only energies of order $t^2/U$. With no tilt at all, the collinear form is preserved and the saddle is never left in exact arithmetic.

## Part (g)

**Question.** Verify the energies numerically, and examine the SCF cycle at $U=20t$, with $t>0$ as energy unit.

**Answer.** The leading terms are $-4/20=-0.2000$ for UHF, $-4.5/20=-0.2250$ for GHF and $-6/20=-0.3000$ for the exact state. The converged mean-field energies and the exact diagonalization give, in units of $t$:

| $U/t$ | UHF | GHF | exact |
|---|---|---|---|
| 10 | −0.40166 | −0.44658 | −0.58258 |
| 20 | −0.20024 | −0.22458 | −0.29777 |
| 40 | −0.10003 | −0.11245 | −0.14972 |
| 80 | −0.05000 | −0.05624 | −0.07496 |

At $U=20t$ the gap between the two solutions is $0.02434t$, while $t^2/(2U)=0.02500t$ is 2.7% larger than this computed gap. Including the terms of part (e) gives $-0.20025+0.22458$, or $0.02433t$.

A sharper check removes the leading term and multiplies the rest by $U^3/t^4$. At $U=80t$ the results are $-1.994$ and $3.376$, against the predicted $-2$ and $27/8=3.375$. For the exact energy the same quantity is $17.99$; its approach to 18 is a numerical observation here, not a derived coefficient. These expansions need $|t|/U\ll1$ and say nothing reliable about the order of the solutions at small $U$.

At $U=20t$ the lowest energies from 12 random starts of each kind agree with the two SCF solutions. This supports their being the lowest of their kind at this finite $U$ but does not prove it. Restricted to collinear variations, the Hessian at the UHF solution is positive; with spin mixing allowed it has two negative eigenvalues, $-3.86\,t^2/U$, close to the leading value $-4t^2/U$.

The predicted tilt growth per cycle is $2/400=0.0050$; the measured logarithmic rate is $0.0049$. Starting from a tilt of $0.01$ rad, the energy changes by only $5.8\times10^{-8}t$ in cycle 20, although it is still $0.0243t$ above the GHF solution. An energy threshold of $10^{-7}t$ would accept the saddle as converged. The cycle needs 1608 iterations to come within $10^{-6}t$ of the 120-degree energy. A small energy change therefore does not establish stability; the lowest eigenvalue of the GHF orbital Hessian does distinguish the two solutions.

## Values computed for the example and the checks

```
hopping t = 1.0 (energy unit), U = 20.0 t
Energies in t; R = (E - leading term) U^3/t^4
U=10 t: UHF -0.4016556, GHF -0.4465750, exact -0.5825757 t
   R: UHF -1.656, GHF 3.425, exact 17.424
U=20 t: UHF -0.2002389, GHF -0.2245765, exact -0.2977672 t
   R: UHF -1.911, GHF 3.388, exact 17.862
U=40 t: UHF -0.1000309, GHF -0.1124472, exact -0.1497193 t
   R: UHF -1.978, GHF 3.378, exact 17.966
U=80 t: UHF -0.0500039, GHF -0.0562434, exact -0.0749649 t
   R: UHF -1.994, GHF 3.376, exact 17.992
U=20 t, leading terms: UHF -0.2000, GHF -0.2250, exact -0.3000 t
U=20 t, through t^4: UHF -0.2002500, GHF -0.2245781 t
E_UHF - E_GHF = 0.0243377 t; t^2/(2U) = 0.0250000 t
GHF field parameter Delta = 9.92514 t
GHF angles between spins: 120.000 120.000 120.000 deg
GHF local spin length = 0.49626 hbar
UHF local S_z: 0.49748 0.49748 -0.49496 hbar
<S^2> at U=20 t: UHF 1.7300, GHF 1.4833 hbar^2
<S^2> at U=80 t: UHF 1.7488, GHF 1.4989 hbar^2
lowest of 12 random starts, collinear: -0.2002389 t
lowest of 12 random starts, general: -0.2245765 t
cant 0 deg, U=200 t: E U/t^2 = -4.0000, law -4.0000
cant 30 deg, U=200 t: E U/t^2 = -4.2320, law -4.2321
cant 60 deg, U=200 t: E U/t^2 = -4.4999, law -4.5000
random directions, U=200 t: E U/t^2 = -1.5641, law -1.5641
Lowest orbital Hessian eigenvalues times U/t^2:
U=20 t UHF: -3.86 -3.86 -0.00 -0.00 11.96 11.96
U=20 t GHF: -0.00 -0.00 -0.00 5.88 5.88 11.86
   UHF, collinear variations only: lowest 37.850 t
U=40 t UHF: -3.97 -3.97 -0.00 -0.00 11.99 11.99
U=40 t GHF: -0.00 -0.00 -0.00 5.97 5.97 11.97
   UHF, collinear variations only: lowest 77.937 t
canting growth per iteration, U=20 t: 0.004914, 2t^2/U^2 = 0.005000
canting growth per iteration, U=40 t: 0.001245, 2t^2/U^2 = 0.001250
SCF from UHF canted by 0.01 rad, U=20 t:
   energy change in iteration 20: 5.77e-08 t
   energy above GHF at iteration 20: 0.024332 t
   iterations to within 1e-6 t of GHF: 1608
```
